# False Layer Distances in the Fourier Transform of Normalised X-ray Reflectivity

## When a missing angle looks like a layer

A 30 nm porous film on silicon has no skin. Its reflectivity is calculated up to $2\theta=4^\circ$, divided by that of bare silicon and cosine-transformed to show distances between interfaces. The transform has the expected peak at 30 nm, but also a dip of $-0.105\ \mathrm{nm^{-1}}$ at 1.68 nm. Read as an interface distance, this dip would mean a thin layer, for example a skin at the surface, which the film does not contain.

The false distance comes from treating unmeasured angles as if the signal there were zero. To recognise it, one needs to know what the transform measures and what each end of the scan does to it.

## From reflectivity to an autocorrelation

Let $z$ increase into the sample, let $\rho(z)$ be the laterally averaged electron density, and let $\rho_s$ be its substrate value. The momentum transfer is $q=(4\pi/\lambda)\sin\theta$, and $r_e$ is the classical electron radius. Without absorption, the wave normal to the surface obeys

$$\psi''+\left[\frac{q^2}{4}-4\pi r_e\rho(z)\right]\psi=0 .$$

For non-magnetic neutron scattering, the nuclear scattering-length density replaces $r_e\rho$.

Put $k=q/2$ and treat $V=4\pi r_e\rho$ as weak. The outgoing solution of $G''+k^2G=\delta(z-z')$ is $G=e^{ik|z-z'|}/(2ik)$. With incident wave $e^{ikz}$, the first-order wave returning to vacuum has amplitude

$$r=\frac{1}{2ik}\int V(z)e^{2ikz}\,dz
=\frac{4\pi r_e}{iq}\int\rho(z)e^{iqz}\,dz .$$

Now integrate by parts. The boundary term vanishes in vacuum; deep in the substrate it is removed by an infinitesimal absorption. Hence

$$\int\rho e^{iqz}dz=-\frac1{iq}\int\rho' e^{iqz}dz,
\qquad
r=\frac{4\pi r_e}{q^2}\int\rho'(z)e^{iqz}dz .$$

The two factors $1/i$ and the minus sign give a positive sign.

For a sharp bare substrate, let $q_c^2=16\pi r_e\rho_s$ and $q_s=\sqrt{q^2-q_c^2}$. Then

$$r_F=\frac{q-q_s}{q+q_s}=\frac{q_c^2}{(q+q_s)^2}
\approx\frac{q_c^2}{4q^2}=\frac{4\pi r_e\rho_s}{q^2}
\quad(q\gg q_c).$$

Dividing the squared amplitudes removes the steep $q^{-4}$ fall:

$$F(q)=\frac{R}{R_F}\approx
\frac{1}{\rho_s^2}\left|\int\rho'(z)e^{iqz}dz\right|^2. \tag{1}$$

Define the normalised autocorrelation of the density gradient,

$$p(s)=\frac1{\rho_s^2}\int\rho'(z)\rho'(z+s)\,dz .$$

Writing the square in (1) as a double integral and setting $z'=z+s$ gives $F=\int p(s)e^{iqs}ds$. Since $p$ is even, inversion gives

$$p(s)=\frac1\pi\int_0^\infty F(q)\cos(qs)\,dq. \tag{2}$$

For density steps $\Delta_i$ at $z_i$ with Gaussian widths $\sigma_i$, the correlation of two Gaussian gradients is again a Gaussian. Each pair contributes area $A_{ij}=\Delta_i\Delta_j/\rho_s^2$ at $s=z_i-z_j$, with variance $\sigma_i^2+\sigma_j^2$. Two steps of opposite sign give a negative peak. The transform therefore shows distances between interfaces, not their depths.

## A film with a dense skin

Consider a porous organosilicate film on silicon whose upper part has been densified:

- Skin: 6 nm thick, 520 electrons/nm³.
- Remaining film: 24 nm thick, 380 electrons/nm³.
- Silicon: 700 electrons/nm³.

The steps are $520$, $-140$ and $320$ electrons/nm³; their widths are 0.3, 0.4 and 0.2 nm. The true peak areas are

$$A_6=\frac{520(-140)}{700^2}=-0.149,\quad
A_{24}=\frac{(-140)320}{700^2}=-0.091,$$

$$A_{30}=\frac{520\cdot320}{700^2}=0.340 .$$

The self terms at $s=0$ have total area $(520^2+140^2+320^2)/700^2=0.801$. Including both signs of $s$, the total area is $0.801+2(-0.149-0.091+0.340)=1.00$, as $F(0)=1$ in (1) requires.

The data were calculated from the wave equation, not from (1). The profile was cut into 0.02 nm slabs, with $\psi$ and $\psi'$ continuous at each boundary. The wavelength is 0.154 nm; scans start at $2\theta=0.6^\circ$ and end at $4^\circ$ or $7^\circ$, with a step of $0.01^\circ$.

## Refraction before transformation

Equation (1) uses the vacuum wave number inside the film. To first order in density, the phase between interfaces a distance $d$ apart is instead

$$\Phi=\int_0^d\sqrt{q^2-16\pi r_e\rho}\,dz
\approx qd-\frac aq,\qquad
a=8\pi r_e\int_0^d\rho\,dz .$$

The silicon critical value is $q_c=0.3149\ \mathrm{nm^{-1}}$, so $16\pi r_e=0.3149^2/700$. For the whole film, $\int\rho\,dz=520\cdot6+380\cdot24=12240$ electrons/nm², and $a=0.87\ \mathrm{nm^{-1}}$. At the first angle, $q=0.427\ \mathrm{nm^{-1}}$, the phase error is about 2 rad.

This is serious for $F$. The 30 nm fringe has amplitude $2A_{30}=0.68$, so a phase error $\varphi$ changes it by up to $1.36\sin(\varphi/2)$. Without the expansion, $\varphi$ is 2.2 rad at the first angle, which gives about 1.2. The largest difference found between (1) and the wave solution is 1.26; putting the refracted phases into (1) lowers it to 0.06. When all densities are multiplied by 0.04 and then by 0.004, the largest error falls from 0.0570 to 0.0057. This tenfold fall confirms that (1) has an error of first order in density over this fixed $q$ range.

The shift of the cosine peak can be estimated. Near $s=d+\delta$, the slowly varying part of the integral is

$$I(\delta)=\int B(q)\cos\!\left(q\delta+\frac aq\right)dq,$$

where $B$ is the fringe envelope. At the maximum, $dI/d\delta=0$. If the phase is small, replacing its sine by the phase gives

$$\int B(q)(q^2\delta+a)dq=0,\qquad
\delta=-a\frac{\int B\,dq}{\int Bq^2\,dq}. \tag{3}$$

For $B=1$ and $q$ from 0.427 to 2.848 nm⁻¹, the integrals are 2.42 and 7.67, so $\delta\approx-0.27$ nm. The calculated peak lies at 29.68 nm, a shift of $-0.32$ nm. The Gaussian envelope set by the two interface widths changes the estimate to $-0.31$ nm. Equation (3) remains an estimate: it treats the phase as small and leaves out the ripples of the other peaks.

The sign depends on the method of reading the data. The local fringe frequency is $d\Phi/dq=d+a/q^2$, which is too large. The cosine transform also fixes the absolute phase, and its peak is too short.

A simple correction uses the mean film density $\rho_f=12240/30=408$ electrons/nm³:

$$q_f=\sqrt{q^2-16\pi r_e\rho_f}. \tag{4}$$

The division by $R_F$ is still done at the original $q$; the ratio is then transformed over $q_f$. The 30 nm peak moves to 29.99 nm in the $4^\circ$ scan. Raising the assumed film density by 10% moves it to 30.02 nm, so a rough density suffices for this distance. Equation (4) does not repair all amplitudes or multiple reflections, and should not be used close to the critical angle.

Below, $q$ in transforms means $q_f$. The lower limit is $q_0=0.353\ \mathrm{nm^{-1}}$, and the upper limit $Q$ is 2.838 or 4.976 nm⁻¹.

## Error from the two ends of the scan

The available integral is

$$p_m(s)=\frac1\pi\int_{q_0}^{Q}F\cos(qs)\,dq
=p(s)-G(s)-C(s), \tag{5}$$

where $G$ is the same integral from 0 to $q_0$, and $C$ is that from $Q$ to infinity. Insert $F=\int p(t)\cos(qt)dt$ and use

$$\cos qt\cos qs=\tfrac12[\cos q(s-t)+\cos q(s+t)].$$

The two terms contribute equally because $p$ is even. Thus

$$p_m(s)=\int p(t)K(s-t)dt,\qquad
K(x)=\frac{\sin Qx-\sin q_0x}{\pi x}. \tag{6}$$

Every sharp peak is replaced by a copy of $K$ multiplied by the peak's area; a broader peak gives a smoothed copy. The high-angle cut produces narrow ripples; the low-angle gap produces broad ones.

For a sharp peak and $q_0=0$, set $x=Qs$. Extrema of $\sin x/x$ satisfy $x\cos x-\sin x=0$, or $\tan x=x$. The first dip has $x=4.493$ and height $-0.217$ relative to the main peak. For the shorter scan this predicts 1.58 nm.

Real interfaces have width. Let $F_0$ be the smooth sum of self terms,

$$F_0(q)=\sum_i\frac{\Delta_i^2}{\rho_s^2}e^{-q^2\sigma_i^2}.$$

Two integrations by parts of its missing high-$q$ integral give

$$-C_0(s)=\frac1\pi\left[
\frac{F_0(Q)\sin Qs}{s}
+\frac{F_0'(Q)\cos Qs}{s^2}+\cdots\right]. \tag{7}$$

The first term comes from the abrupt end, the second from the slope there. This expansion needs $s$ large enough for successive terms to decrease. A scan ending at a fringe minimum does not avoid the ripple: fringes belong to nonzero distances, whereas $F_0$ belongs to the peak at zero.

In the $4^\circ$ scan the false dip lies at 1.67 nm. There $\sin Qs\approx-1$, and

$$F_0(Q)=0.552e^{-0.725}+0.040e^{-1.289}+0.209e^{-0.322}=0.430.$$

The first term of (7) is therefore $-0.430/(\pi\cdot1.668)=-0.082\ \mathrm{nm^{-1}}$. Direct integration of the full weak-scattering spectrum gives $-0.079$ from the cut and $-0.064$ from the gap. Their sum is $-0.143$; the dip in the wave-equation data is $-0.142\ \mathrm{nm^{-1}}$. Both ends of the scan thus make the false layer.

Its depth exceeds that of the true 24 nm dip, which is $-0.098\ \mathrm{nm^{-1}}$ in the same transform. A threshold on peak height would keep the false distance before the true one.

## What changing the range does

Extending the scan to $7^\circ$, with its first angle fixed, gives the following positions:

| Feature | to $4^\circ$ (nm) | to $7^\circ$ (nm) |
|---|---:|---:|
| First false dip | 1.67 | 1.14 |
| True dip | 6.00 | 5.99 |
| True dip | 23.97 | 23.99 |
| True peak | 29.99 | 30.00 |

The false dip moves by half a nanometre, the true extrema by about 0.02 nm or less. Scaling its position by $1/Q$ alone would give $1.668\cdot2.838/4.976=0.95$ nm. The true zero-distance peak, however, still has height 0.050 nm⁻¹ at 0.95 nm and only 0.018 at 1.14 nm, from its Gaussian formula. This falling background pushes the dip outward: with the zero-distance peak subtracted, the dip lies at 1.04 nm. The background thus explains about half of the displacement from 0.95 nm; simple $1/Q$ scaling also ignores the change in $F_0$ at the cut.

The same effect defeats a comparison of deepest dips. In the longer scan the deepest dip is at 2.24 nm, with $-0.0801\ \mathrm{nm^{-1}}$, while the first has $-0.0798$. Comparing only the deepest would suggest that a false distance had moved from 1.67 to 2.24 nm. Lobes must be followed order by order.

## What a taper can and cannot cure

The abrupt upper end can be softened by the half-Hann weight

$$w(q)=\frac12\left[1+\cos\frac{\pi q}{Q}\right].$$

For $q_0=0$, let $K_0(x)=\sin(Qx)/(\pi x)$ and $b=\pi/Q$. The cosine in $w$ shifts copies of $K_0$ by $\pm b$:

$$K_H(x)=\frac12K_0(x)+\frac14[K_0(x+b)+K_0(x-b)].$$

Since $\sin(Qx\pm\pi)=-\sin Qx$,

$$K_H=\frac{\sin Qx}{2\pi}
\left[\frac1x-\frac{x}{x^2-b^2}\right]
=\frac{\sin Qx}{2\pi x}\frac{1}{1-(Qx/\pi)^2}. \tag{8}$$

At large distance the ripple falls as $x^{-3}$, not $x^{-1}$. Its first negative lobe is $-0.027$ relative to the main peak. The price is resolution: the first zero moves from $\pi/Q$ to $2\pi/Q$, or from 1.11 to 2.21 nm for the shorter scan.

The taper is almost one at low $q$, so it does not repair the gap there. In the weak-scattering model of the $7^\circ$ scan, a broad positive hump remains at 13.8 nm with height 0.024 nm⁻¹. Filling in the model spectrum from zero to $q_0$ removes it to the printed accuracy. The wave-equation data have 0.023 nm⁻¹ at the same point. No pair of interfaces is 13.8 nm apart.

For the zero-distance peak alone, the gap would put the hump near $4.493/q_0=12.7$ nm, with height $0.801q_0\cdot0.217/\pi=0.020\ \mathrm{nm^{-1}}$. The gaps of the other peaks account for most of the remaining difference in the model.

## Fitting only what was measured

A more selective procedure fits the measured ratio itself, and transforms only what the fit leaves over to search for further distances. With $x=(q/Q)^2$, it represents the measured ratio as

$$F\approx\sum_{m=0}^{2}b_mx^m+
\sum_j\left[\left(\sum_{m=0}^{2}a_{jm}x^m\right)\cos qs_j
+c_j\frac qQ\sin qs_j\right]. \tag{9}$$

The first polynomial describes the self terms. The polynomial multiplying each cosine describes damping by interface width. The sine absorbs a small position error, because $\cos q(s_j+\delta)\approx\cos qs_j-q\delta\sin qs_j$. A peak of area $A_j$ occurs at both $+s_j$ and $-s_j$, so its area is $a_{j0}/2$.

The algorithm is:

1. Calculate $F=R/R_F$ and convert $q$ to $q_f$.
2. Fit the smooth polynomial by least squares.
3. Transform the residual with the half-Hann weight. Find its largest absolute value for $s\ge2\pi/Q$.
4. Add that distance to (9), and refit all coefficients together.
5. Repeat steps 3 and 4 until the largest residual is small compared with the last accepted peak, or no longer clearly exceeds the estimated errors.

Below $2\pi/Q$ a cosine completes less than one period between zero and $Q$ and is hard to distinguish from the smooth trend. A real layer that thin may be missed, or may appear at a wrong distance just above the search limit. In the $7^\circ$ scan, for example, a 1.0 nm skin gives a candidate near 1.5 nm, and its partner distance appears at 28.7 instead of 29.0 nm. A candidate so close to the limit should not be read as a thickness.

For the noiseless $7^\circ$ data, with three distances allowed, the search gives:

| Distance (nm) | Fitted area | True area |
|---:|---:|---:|
| 5.99 | −0.140 | −0.149 |
| 24.02 | −0.096 | −0.091 |
| 30.00 | 0.344 | 0.340 |

The area errors are about 6%, 5% and 1% of the true values. The largest leftover is 0.0038 nm⁻¹, or 8% of the weakest accepted residual peak, 0.0481. Its position carries no meaning: it lies at 1.42 nm here, but a negative lobe near 4.6 nm has nearly the same size and becomes the largest when the fitted distances change by less than 0.01 nm.

The $4^\circ$ data also yield 6.00, 24.03 and 29.99 nm. The shorter range therefore does not hide these three distances. Its search starts only at $2\pi/Q=2.21$ nm, however, so it cannot show a distance of about 1.7 nm directly. A real skin of that thickness would show only through its partner distance near 28.3 nm: with the contrast used here, the $4^\circ$ search finds 28.2 and 30.1 nm. The $7^\circ$ search starts at 1.26 nm and finds such a skin directly, at 1.71 nm with height $-0.049\ \mathrm{nm^{-1}}$. For the film without a skin, the $7^\circ$ search finds 30.00 nm and leaves 0.0016 nm⁻¹, about 1% of the accepted peak. It gives no support to the false 1.68 nm layer.

## Sampling, resolution and layer order

A finite angular step creates another kind of false distance. If $q=n\Delta q$ with integer $n$, then

$$\cos\left[n\Delta q\left(\frac{2\pi}{\Delta q}-s\right)\right]
=\cos(n\Delta q\,s).$$

With $\Delta q=0.14\ \mathrm{nm^{-1}}$, a 30 nm distance has an image at $2\pi/0.14-30=14.88$ nm; the calculated image is at 14.87 nm. To keep images outside the search interval, choose $\Delta q<\pi/s_{\max}$, where $s_{\max}$ exceeds every distance present.

Angular blur has a different effect. Averaging $\cos[(q+\epsilon)s]$ over a Gaussian $\epsilon$ of rms width $\delta q$ multiplies it by $e^{-s^2\delta q^2/2}$. An rms blur of $0.005^\circ$ in $\theta$ gives $\delta q=0.0071\ \mathrm{nm^{-1}}$ and reduces the 30 nm peak by 2.3%. It weakens large distances without moving them in this model.

Even a complete $p(s)$ does not fix the order of the layers. Replacing $\rho'(z)$ by $\rho'(d-z)$ leaves the autocorrelation unchanged. Here the mirrored film has 24 nm at 320 electrons/nm³ above 6 nm at 180. The full wave solutions are not identical: their $F$ values differ by 0.48 at the first angle, and by at most 0.14 above $q=1\ \mathrm{nm^{-1}}$. The order must come from a wave-equation fit or independent knowledge.

## Use on a real low-k film

The densities and thicknesses are rough, round values for a porous low-k film whose surface was densified, for example by plasma. The 6 nm uniform skin is an idealisation. If its lower boundary were graded with $\sigma=2$ nm instead of 0.4 nm, the ideal height of the 6 nm peak would be multiplied by

$$\sqrt{\frac{0.3^2+0.4^2}{0.3^2+2^2}}=0.25.$$

The $7^\circ$ search then loses the 6 nm distance although the densification remains, and returns false candidates at 1.7 and 3.7 nm ahead of the weakened 24 nm distance. A density-profile fit is more suitable in that case.

Absorption and counting noise have small effects for these numbers. A rough attenuation length of 70 µm in silicon, scaled with density in the film, lowers the tapered 30 nm peak by 2%. With $10^8$ incident photons per point and no background, counting noise in the tapered transform is 0.0002 nm⁻¹ rms, below the leftover of the fit. At the first angle a beam 0.1 mm high covers 19 mm of surface. A smaller sample loses intensity there and needs a footprint correction before division by $R_F$. The numerical output gives the remaining values.

## Values computed for the example and the checks

```
Wavelength: 0.154 nm
Density steps: [ 520. -140.  320.] electrons/nm^3
Interface depths: [ 0.  6. 30.] nm; widths: [0.3 0.4 0.2] nm
Mean film density: 408 electrons/nm^3
Silicon critical q: 0.3149 1/nm
q at 2theta 0.6, 4, 7 deg: 0.427, 2.848, 4.982 1/nm
Film q at same angles: 0.353, 2.838, 4.976 1/nm
R at 0.6, 4, 7 deg: 2.93e-02, 2.80e-07, 1.29e-07
Weak-limit max error, density x0.04, x0.004: 0.05699, 0.00567
Full-density max error of weak F: 1.259
Sharp-peak first lobe: Qs = 4.4934, relative height -0.2172
Half-Hann first lobe relative height: -0.0267
Raw 4 deg deepest false dip: 1.668 nm, -0.1423 1/nm
Raw 4 deg first false dip: 1.668 nm, -0.1423 1/nm
Raw 4 deg true peak: 6.002 nm, -0.1503 1/nm
Raw 4 deg true peak: 23.972 nm, -0.0983 1/nm
Raw 4 deg true peak: 29.986 nm, 0.2396 1/nm
Raw 7 deg deepest false dip: 2.244 nm, -0.0801 1/nm
Raw 7 deg first false dip: 1.143 nm, -0.0798 1/nm
Raw 7 deg true peak: 5.989 nm, -0.1513 1/nm
Raw 7 deg true peak: 23.993 nm, -0.1023 1/nm
Raw 7 deg true peak: 29.999 nm, 0.3249 1/nm
Raw 7 deg transform at deepest 4 deg false dip: -0.0386 1/nm
Weak-model gap and cut parts at deepest 4 deg false dip: -0.0641, -0.0788 1/nm
Tapered false hump, weak model: 13.78 nm, 0.0240 1/nm
Same point: low q filled 0.00000, wave data 0.0226 1/nm
30 nm peak without refraction correction: 29.682 nm
30 nm peak with film density 10% too high: 30.020 nm
Residual search 7 deg: 29.998 nm, height 0.1933 1/nm, area 0.3441
Residual search 7 deg: 5.989 nm, height -0.0712 1/nm, area -0.1403
Residual search 7 deg: 24.019 nm, height -0.0481 1/nm, area -0.0956
Leftover 7 deg: 1.42 nm, 0.0038 1/nm
True areas at 6, 24, 30 nm: [-0.1486 -0.0914  0.3396]
Residual search 4 deg, candidate 1: 29.992 nm, 0.1121 1/nm
Residual search 4 deg, candidate 2: 6.004 nm, -0.0405 1/nm
Residual search 4 deg, candidate 3: 24.031 nm, -0.0278 1/nm
Residual search 4 deg, candidate 4: 8.546 nm, 0.0015 1/nm
No-skin control, raw 4 deg false dip: 1.677 nm, -0.1051 1/nm
No-skin control, 7 deg search: 30.001 nm, 0.1352 1/nm
No-skin control leftover: 1.37 nm, 0.0016 1/nm
q step 0.14 1/nm: image of 30 nm at 14.874 nm
Angular blur 0.005 deg rms in theta: 30 nm factor 0.9772
Mirror-film densities: [320. 180. 700.] electrons/nm^3
Mirror film: max change of wave-solution F 0.484
Absorption (rough 70 um length in Si): 30 nm peak change -2.04 %
Noise for 1e8 incident counts/point: rms 0.00022 1/nm
Footprint of 0.1 mm beam at 2theta 0.6 deg: 19.1 mm
```
